\section*{Form factors of hydrogenic ns states and their sign changes}

\section{Problem}

One electron is bound to a fixed point nucleus of charge number $Z$, without relativity or spin effects. For an $ns$ state the form factor is the Fourier transform of the normalized density,
\begin{equation}
F_n(k)=\int|\psi_{ns}(\mathbf r)|^2e^{i\mathbf k\cdot\mathbf r}\,d^3r,
\qquad F_n(0)=1,
\end{equation}
where $\hbar\mathbf k$ is the momentum transfer. Let $a_0$ be the Bohr radius and define
\begin{equation}
q=\frac{n a_0k}{2Z}.
\label{q}
\end{equation}
For 2s this is $q=a_0k/Z$.

(a) Show that
\begin{equation}
F_2=\frac{(1-q^2)(1-2q^2)}{(1+q^2)^4}.
\label{target}
\end{equation}
(b) Explain why a positive density gives a form factor that changes sign twice.
(c) Find $F_n$ for every $n$, identify the part that is a Chebyshev polynomial, and count the sign changes.

\section{First estimate by scaling}

The density is spherical, so the plane wave may be averaged over angles. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf r$,
\begin{equation}
\frac12\int_{-1}^{1}e^{ikr\mu}\,d\mu=\frac{\sin kr}{kr}.
\label{angle}
\end{equation}
Thus $F_n$ is the mean of $\sin(kr)/(kr)$ over the radial probability. This function is positive for $kr<\pi$ and negative for $\pi<kr<2\pi$.

Most of the electron lies at distances of order $n^2a_0/Z$. If all of it were at that radius, the first sign change would come at $kn^2a_0/Z=\pi$, or
\begin{equation}
q_{\rm est}=\frac{\pi}{2n}.
\label{estimate}
\end{equation}
For 2s this is $0.79$.

Large $k$ probes the sharpest feature of the density, its cusp at the nucleus. The $1/r$ terms in the radial equation cancel if $\psi'(0)=-Z\psi(0)/a_0$. Hence the density $\rho=|\psi|^2$ starts as $\rho(0)(1-2Zr/a_0)$. To transform the term linear in $r$, use $\nabla^2r=2/r$ and the transform $4\pi/k^2$ of $1/r$. The Laplacian becomes $-k^2$, so $r$ has the transform $-8\pi/k^4$ for $k\neq0$. Therefore
\begin{equation}
F_n\simeq\frac{16\pi Z\rho(0)}{a_0k^4}>0
\qquad(k\to\infty).
\label{cusp}
\end{equation}
The form factor starts and ends positive. If it becomes negative near the estimated point, it must change sign again.

\section{Exact solution for 2s}

Measure $r$ in units of $a_0/Z$, so that $kr$ becomes $qr$. The radial probability is
\begin{equation}
p_2(r)=\tfrac18r^2(2-r)^2e^{-r}.
\end{equation}
Its norm is $(4\cdot2!-4\cdot3!+4!)/8=1$. Equation (\ref{angle}) gives
\begin{equation}
F_2=\frac1{8q}\int_0^\infty(4r-4r^2+r^3)e^{-r}\sin(qr)\,dr.
\label{twosint}
\end{equation}
Each term follows from
\begin{equation}
\int_0^\infty r^je^{-r}\sin(qr)\,dr
=\operatorname{Im}\frac{j!}{(1-iq)^{j+1}}
=\frac{j!\operatorname{Im}(1+iq)^{j+1}}{(1+q^2)^{j+1}}.
\label{elementary}
\end{equation}
The imaginary parts of $(1+iq)^2$, $(1+iq)^3$ and $(1+iq)^4$ are $2q$, $3q-q^3$ and $4q-4q^3$. With $D=1+q^2$,
\begin{align}
F_2&=\frac18\left[\frac{8}{D^2}-\frac{8(3-q^2)}{D^3}
+\frac{24(1-q^2)}{D^4}\right]\nonumber\\
&=\frac{(1+q^2)^2-(3-q^2)(1+q^2)+3(1-q^2)}{D^4}\nonumber\\
&=\frac{1-3q^2+2q^4}{D^4}.
\end{align}
The numerator factors as $(1-q^2)(1-2q^2)$, which proves (\ref{target}). The zeros are $q=1/\sqrt2$ and $q=1$, and $F_2$ is negative between them.

\subsection{Origin of the two sign changes}

Divide the radial probability at its node $r=2$. The inner lobe holds $5.3\%$ of the electron and the outer lobe $94.7\%$. For $q<\pi/2$ every point of the inner lobe has $qr<\pi$, so its contribution is positive. The contributions to $F_2$ are
\begin{center}
\begin{tabular}{cccc}
$q$ & inner & outer & total\\
0.5000 & $0.0508$ & $0.1028$ & $0.1536$\\
0.7071 & $0.0489$ & $-0.0489$ & $0$\\
0.8500 & $0.0474$ & $-0.0614$ & $-0.0140$\\
1.0000 & $0.0455$ & $-0.0455$ & $0$\\
1.5000 & $0.0379$ & $0.0013$ & $0.0392$
\end{tabular}
\end{center}
The outer contribution vanishes first at $q=0.603$, when the parts with positive and negative $\sin(qr)/(qr)$ balance. The total stays positive until the negative outer part has grown to the size of the inner part, at $q=1/\sqrt2$. At $q=1$ the outer part is still negative, but it has weakened and the inner part again balances it. The second sign change is thus the point where the compact inner lobe regains the upper hand.

A radial node is not necessary for a sign change. The 2p radial probability $r^4e^{-r}/24$ has no node at finite $r>0$. Its spherical mean form factor follows from (\ref{elementary}) with $j=3$:
\begin{equation}
\frac1{24q}\int_0^\infty r^3e^{-r}\sin(qr)\,dr
=\frac{1-q^2}{(1+q^2)^4}.
\end{equation}
It changes sign once and stays negative. A density that vanishes at the centre must give a sign change, because $\rho(0)$ is proportional to $\int_0^\infty F(k)k^2dk$ and $F$ starts positive; in 2s the density at the nucleus is not zero, and its cusp makes the form factor positive at large $k$.

\section{Exact solution for general n}

\subsection{Reduction to one coefficient}

Let $s=2Zr/(na_0)$, with $r$ now the ordinary distance. Then $kr=qs$, which is the reason for definition (\ref{q}). The radial equation for $u=r\psi$ is
\begin{equation}
u''=\left(\frac14-\frac ns\right)u,
\end{equation}
with primes denoting derivatives in $s$. Insert $u=se^{-s/2}w$. After removal of $e^{-s/2}$, the left side is $sw''+2w'-sw'-w+sw/4$, and hence
\begin{equation}
sw''+(2-s)w'+(n-1)w=0.
\end{equation}
The polynomial solution is the associated Laguerre polynomial $L^1_{n-1}(s)$. The radial probability in $s$ is therefore $s^2e^{-s}[L^1_{n-1}(s)]^2/N_n$, where $N_n$ is its norm, and
\begin{equation}
F_n=\frac{\operatorname{Im}J_n}{N_nq},\qquad
J_n=\int_0^\infty se^{-(1-iq)s}[L^1_{n-1}(s)]^2ds.
\label{J}
\end{equation}

The generating function
\begin{equation}
\sum_{i=0}^\infty x^iL_i^1(s)=\frac{e^{-sx/(1-x)}}{(1-x)^2}
\end{equation}
is used once with $x$ and once with $y$. Since $\int_0^\infty se^{-Bs}ds=B^{-2}$, $J_n$ is the coefficient of $(xy)^{n-1}$ in
\begin{align}
&\bigl[(1-iq)(1-x)(1-y)+x(1-y)+y(1-x)\bigr]^{-2}\nonumber\\
&\quad=\bigl[(1-iq)+iq(x+y)-(1+iq)xy\bigr]^{-2}.
\label{double}
\end{align}

\subsection{The Chebyshev factor}

Put $q=\tan\theta$, $0\le\theta<\pi/2$. Then $1\mp iq=e^{\mp i\theta}/\cos\theta$. With $x=e^{-i\theta}X$ and $y=e^{-i\theta}Y$, the bracket in (\ref{double}) becomes
\begin{equation}
\frac{e^{-i\theta}}{\cos\theta}
\left[1+i\sin\theta\,(X+Y)-XY\right].
\end{equation}
Its inverse square supplies $\cos^2\theta\,e^{2i\theta}$. Returning from $(XY)^{n-1}$ to $(xy)^{n-1}$ supplies $e^{2i(n-1)\theta}$. Thus
\begin{equation}
J_n=\cos^2\theta\,e^{2in\theta}G_n,
\label{phase}
\end{equation}
where $G_n$ is the coefficient of $(XY)^{n-1}$ in $[1-XY+i\sin\theta(X+Y)]^{-2}$.

Expand this expression in powers of $X+Y$:
\begin{equation}
\sum_{l=0}^\infty(-1)^l(l+1)
\frac{(i\sin\theta)^l(X+Y)^l}{(1-XY)^{l+2}}.
\end{equation}
Equal powers of $X$ and $Y$ require $l=2j$, so $G_n$ is real. The factor $(X+Y)^{2j}$ contributes $(2j)!/(j!)^2$ times $(XY)^j$. The remaining power $(XY)^{n-1-j}$ from $(1-XY)^{-2j-2}$ has coefficient $\binom{n+j}{2j+1}$. Hence
\begin{align}
G_n&=\sum_{j=0}^{n-1}(-1)^j\frac{(2j+1)!}{(j!)^2}
\binom{n+j}{2j+1}\sin^{2j}\theta\nonumber\\
&=n\sum_{j=0}^{n-1}(-1)^j\binom{n-1}{j}\binom{n+j}{j}
\sin^{2j}\theta.
\label{G}
\end{align}

Let
\begin{equation}
c=\cos2\theta=\frac{1-q^2}{1+q^2},\qquad
\sin^2\theta=\frac{1-c}{2}.
\end{equation}
The last sum in (\ref{G}) is the explicit series of the Jacobi polynomial $P^{(0,1)}_{n-1}(c)$, so $G_n=nP^{(0,1)}_{n-1}(c)$.

The norm follows from the same result. As $q\to0$, $\operatorname{Im}J_n/q$ tends to $\int s^2e^{-s}[L^1_{n-1}]^2ds=N_n$. Equation (\ref{phase}) gives the limit $2nG_n(0)=2n^2$, hence $N_n=2n^2$. Now use $\sin2\theta=2q\cos^2\theta$ in (\ref{J}):
\begin{align}
F_n&=\frac{\cos^2\theta\,\sin(2n\theta)\,nP^{(0,1)}_{n-1}(c)}{2n^2q}
\nonumber\\
&=\cos^4\theta\,\frac{\sin2n\theta}{n\sin2\theta}P^{(0,1)}_{n-1}(c).
\end{align}
The Chebyshev polynomial of the second kind is defined by $U_{n-1}(\cos\varphi)=\sin n\varphi/\sin\varphi$. Therefore
\begin{equation}
F_n=\frac{1}{(1+q^2)^2}\,\frac{U_{n-1}(c)}{n}\,P^{(0,1)}_{n-1}(c).
\label{general}
\end{equation}
The factor $U_{n-1}(c)$ is a Chebyshev polynomial; the factor $P^{(0,1)}_{n-1}(c)$ is a Jacobi polynomial.

For $n=2$, $U_1/2=c$ and $P_1^{(0,1)}=(3c-1)/2=(1-2q^2)/(1+q^2)$, which restores (\ref{target}). For $n=3$, $U_2=4c^2-1$ and the sum in (\ref{G}) is $1-8\sin^2\theta+10\sin^4\theta$. With $\sin^2\theta=q^2/(1+q^2)$,
\begin{equation}
F_3=\frac{(1-3q^2)(3-q^2)(1-6q^2+3q^4)}{3(1+q^2)^6}.
\end{equation}

\subsection{Counting all sign changes}

The Jacobi factor is tied to Legendre polynomials by
\begin{equation}
(1+c)P^{(0,1)}_{n-1}(c)=P_{n-1}(c)+P_n(c).
\label{pair}
\end{equation}
To verify this, set $z=(1-c)/2$, so $1+c=2(1-z)$, and compare coefficients of $(-z)^j$. The left side gives
\begin{align}
&\frac2n\left[\frac{(n+j)!}{(j!)^2(n-1-j)!}
+\frac{j^2(n+j-1)!}{(j!)^2(n-j)!}\right]\nonumber\\
&\quad=\frac{2(n+j-1)!}{n(j!)^2(n-j)!}
\left[(n+j)(n-j)+j^2\right]
=\frac{2n(n+j-1)!}{(j!)^2(n-j)!}.
\end{align}
Since $P_N=\sum_j(-z)^j(N+j)!/[(j!)^2(N-j)!]$, the right side gives $(n+j-1)!/[(j!)^2(n-j)!]$ times $(n-j)+(n+j)=2n$. The two sides agree.

Write $\varphi=2\theta$, $S=\sin(\varphi/2)$ and $H_n=P_{n-1}(\cos\varphi)+P_n(\cos\varphi)$. Then
\begin{equation}
H_n=\frac4\pi\int_0^{\pi/2}\cos(nt)\,d\beta,
\qquad\sin\frac t2=S\sin\beta.
\label{integral}
\end{equation}
For the proof, multiply by $h^n$, $0<h<1$, and sum from $n=1$. With $R=\sqrt{1-2h\cos\varphi+h^2}$, the Legendre generating function makes the left side $(1+h)/R-1$. On the right,
\begin{equation}
\sum_{n=1}^\infty h^n\cos nt=\frac12\left[
\frac{1-h^2}{(1-h)^2+4hS^2\sin^2\beta}-1\right].
\end{equation}
The integral $\int_0^{\pi/2}d\beta/(A^2+B^2\sin^2\beta)=\pi/(2A\sqrt{A^2+B^2})$, with $A=1-h$ and $A^2+B^2=R^2$, gives $(1+h)/R-1$ again. Equal powers of $h$ prove (\ref{integral}).

For $0<\varphi<\pi$, change the variable from $\beta$ to $t$:
\begin{equation}
H_n=\frac2\pi\int_0^\varphi\cos(nt)\,g(t)\,dt,\qquad
g=\left[S^2-(1-S^2)\tan^2\frac t2\right]^{-1/2}.
\end{equation}
The expansion of $g$ in powers of $\tan^2(t/2)$ has positive coefficients, so $g$ is increasing and convex. At $\varphi=m\pi/n$, with $m=1,\ldots,n-1$, integration by parts gives
\begin{equation}
H_n=-\frac{2}{\pi n}\int_0^{m\pi/n}\sin(nt)\,g'(t)\,dt.
\end{equation}
The boundary term vanishes: near the upper end $\sin nt$ is proportional to $\varphi-t$, while $g$ grows as $(\varphi-t)^{-1/2}$. The half-periods of the sine contribute with alternating signs and growing size, because $g'$ increases. The last one fixes the sign of the integral, $(-1)^{m-1}$, so $H_n$ has sign $(-1)^m$. At $\varphi=0$, $H_n=2$.

The Jacobi polynomial thus has a zero between each pair of successive points $m\pi/n$, $m=0,\ldots,n-1$. These are $n-1$ zeros, as many as its degree allows, so all are simple. The Chebyshev zeros are the points with $m\ge1$. Hence $F_n$ has $2n-2$ simple zeros for $q>0$, of alternating type and starting with a Jacobi zero when $n>1$. It is negative in $n-1$ windows, each ending at
\begin{equation}
q=\tan\frac{m\pi}{2n},\qquad m=1,\ldots,n-1.
\end{equation}

\section{Comparison of estimate and exact result}

The estimate (\ref{estimate}) gives $0.785$ for the first 2s zero, $11\%$ above the exact $0.707$. For 3s it gives $0.524$, $22\%$ above $0.428$. The result depends on the single radius chosen. To give the exact 2s zero, that radius would have to be $\pi/0.7071=4.44$ in units of $a_0/Z$, somewhat more than the value $n^2=4$ used in the estimate. The mean radius is $3n^2a_0/(2Z)$, or $6a_0/Z$ for 2s. With all of the electron there, the first zero would be at $q=\pi/(3n)$, or $0.524$ for 2s. That is too low, because a single radius ignores the spread of the density. The scaling with $n$ is nevertheless right. To show this, expand (\ref{general}) at small $q$. The three factors are $1-2q^2$, $1-\frac23(n^2-1)q^2$ and $1-(n^2-1)q^2$ to this order, so
\begin{equation}
F_n=1-\frac{5n^2+1}{3}q^2+\cdots .
\end{equation}
Comparison with $1-k^2\langle r^2\rangle/6$ gives
\begin{equation}
\langle r^2\rangle=\frac{n^2(5n^2+1)}{2}\frac{a_0^2}{Z^2}.
\end{equation}
Because $\sin x/x\ge1-x^2/6$, no zero can occur before this quadratic expression vanishes. For $n>1$ the first zero $q_1$ therefore obeys
\begin{equation}
\sqrt{\frac{3}{5n^2+1}}\le q_1<\tan\frac{\pi}{2n}.
\end{equation}
Both bounds fall as $1/n$ for large $n$, as the estimate does.

At large $q$, $c\to-1$ and $U_{n-1}(-1)/n=(-1)^{n-1}$. Equation (\ref{pair}) and $P_N'(-1)=(-1)^{N-1}N(N+1)/2$ give $P^{(0,1)}_{n-1}(-1)=(-1)^{n-1}n$. Thus $F_n\to n/q^4$. The cusp estimate agrees in coefficient as well as in power: $L^1_{n-1}(0)=n$ and $N_n=2n^2$ give $\rho(0)=Z^3/(\pi n^3a_0^3)$, and (\ref{cusp}) becomes $16Z^4/(n^3a_0^4k^4)=n/q^4$. At $q=300$ the computed $q^4F_n$ is $2.000$ for 2s and $3.000$ for 3s.

\subsection{Numbers for a model ion}

Take $Z=2$. For 2s, $k=2q/a_0$, and the zeros lie at
\begin{align}
k&=2(0.7071)/a_0=1.414/a_0=2.672\,\text{\AA}^{-1},\nonumber\\
k&=2(1.0000)/a_0=2.000/a_0=3.779\,\text{\AA}^{-1}.
\end{align}
The minimum between them follows from $dF_2/d(q^2)=0$:
\begin{equation}
(4q^2-3)(1+q^2)-4(1-3q^2+2q^4)=-4q^4+13q^2-7=0.
\end{equation}
The root in the negative window is $q^2=(13-\sqrt{57})/8$, so $q=0.825$ and $k=1.651/a_0$. There $F_2=-0.0145$: the negative amplitude is about $1.4\%$ of the forward value. The mean square radius is $4\cdot21\,a_0^2/(2\cdot4)=10.5\,a_0^2$.

For 3s, $k=4q/(3a_0)$. The zeros $q=0.428,\ 0.577,\ 1.348,\ 1.732$ become $k=0.571,\ 0.770,\ 1.797,\ 2.309$ in units of $1/a_0$. The first and third are Jacobi zeros, the others Chebyshev zeros. Direct radial integration, reported in the numerical output, finds $2,4,6,8,10$ sign changes for 2s to 6s, in agreement with $2n-2$.

These results require a pure $ns$ state in the Coulomb field of a point charge. Other electrons change the radial function and with it the factorization. A finite nucleus removes the point-charge cusp, so the $k^{-4}$ law then fails once $1/k$ is comparable with the nuclear radius. Relativistic corrections also lie outside the result, and they alter the tail at smaller $k$ than the nuclear size does. The Dirac density of an $s$ state behaves as $r^{2\gamma-2}$ near a point nucleus, with $\gamma=\sqrt{1-(Z\alpha)^2}$ and $\alpha$ the fine-structure constant, which adds a slower tail $k^{-1-2\gamma}$. For the 1s state with $Z=2$ this raises the form factor by $2.6\%$ at $k=600/a_0$ ($1/k=88$ fm) and by $25\%$ at $k=6000/a_0$ ($1/k=9$ fm), while the nuclear radius is below $2$ fm.

\section*{Calculated quantities}
\begin{verbatim}
nuclear charge Z = 2 (dimensionless)
Bohr radius = 0.529177 angstrom
largest formula error, n=1..6 = 3.0e-14 (dimensionless)
2s finite-difference energy, Z=1 = -0.124999 hartree
2s finite-difference F error = 3.3e-06 (dimensionless)
first 2s zero: q = 0.707107, k = 1.414214 1/a0 = 2.6725 1/angstrom
second 2s zero: q = 1.000000, k = 2.000000 1/a0 = 3.7795 1/angstrom
2s minimum: q = 0.825391, k = 1.650782 1/a0, F = -0.014462
outer lobe alone first vanishes at q = 0.603391
2s lobes (dimensionless): q, inner, outer, total F
  0.0000  +0.052653  +0.947347  +1.000000
  0.5000  +0.050767  +0.102833  +0.153600
  0.7071  +0.048947  -0.048947  -0.000000
  0.8500  +0.047381  -0.061409  -0.014028
  1.0000  +0.045496  -0.045496  -0.000000
  1.5000  +0.037877  +0.001337  +0.039214
3s zeros: factor, q, k in 1/a0
  Jacobi     0.428373  0.571164
  Chebyshev  0.577350  0.769800
  Jacobi     1.347775  1.797033
  Chebyshev  1.732051  2.309401
sign changes found for 2s = 2
sign changes found for 3s = 4
sign changes found for 4s = 6
sign changes found for 5s = 8
sign changes found for 6s = 10
q^4 F at q = 300 for 1s = 0.99998
q^4 F at q = 300 for 2s = 1.99988
q^4 F at q = 300 for 3s = 2.99962
2s mean square radius = 10.500000 a0^2
\end{verbatim}
